# Acoustic-Phonon Mobility in a Two-Dimensional Sheet and a One-Dimensional Wire

## The question

Carriers occupy one isotropic parabolic band of effective mass $m$ in a two-dimensional crystal of area $A$ and areal mass density $\rho$. They are so dilute that Boltzmann statistics apply. Longitudinal acoustic phonons of frequency $\omega=vq$ shift the band edge by $V=E_1\nabla\!\cdot\mathbf u$, where $\mathbf u$ is the displacement and $E_1$ the deformation potential. The sheet stiffness is $C_2=\rho v^2$, in N/m. Scattering is weak and unscreened, and it preserves spin and valley. The charge is written $e>0$; for electrons both force and drift reverse, so the mobility is the same positive number.

In part (d) the carriers are confined laterally by an electrostatic potential, idealized as hard walls a distance $W$ apart. The phonons remain those of the whole sheet.

For the numerical part, use these rough, rounded values of the size usual for conduction electrons in monolayer MoS2: $m=0.50$ electron masses, $C_2=130$ N/m, $E_1=5.0$ eV, $\rho=3.1\times10^{-6}$ kg/m², with $W=3.0$ nm and $T=300$ K.

## (a) Scattering strength

*Find the squared matrix elements for phonon absorption and emission. Show what their sum becomes when the phonon energy is small against $k_BT$.*

**Answer.** The quantized longitudinal displacement is

$$\mathbf u(\mathbf r)=\sum_{\mathbf q}\sqrt{\frac{\hbar}{2\rho A\omega}}\;\hat{\mathbf q}\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+a^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right).$$

The divergence multiplies the two terms by $+iq$ and $-iq$. Between plane waves, absorption of $\mathbf q$ therefore gives

$$|M_{\rm abs}|^2=E_1^2\,\frac{\hbar q^2}{2\rho A\omega}\,N_q=\frac{E_1^2\hbar q}{2\rho vA}\,N_q ,$$

and emission gives the same with $N_q+1$ in place of $N_q$. Here $N_q=1/(e^x-1)$ and $x=\hbar vq/k_BT$.

A given change of wavevector $\mathbf k'-\mathbf k=\mathbf q$ can occur by absorbing a phonon $\mathbf q$ or by emitting a phonon $-\mathbf q$. If the phonon energy is also negligible in the energy balance, both processes lead to the same final states and their strengths add. For small $x$,

$$N_q+(N_q+1)=\frac{2}{x}+\frac{x}{6}+\dots=\frac2x\left(1+\frac{x^2}{12}+\dots\right).$$

Keeping the leading term,

$$|M|^2=\frac{E_1^2\hbar q}{2\rho vA}\cdot\frac{2k_BT}{\hbar vq}=\frac{E_1^2k_BT}{\rho v^2A}=\frac{E_1^2k_BT}{C_2A}.$$

The factor $q$ from the strain has cancelled the $1/q$ from the thermal occupation. In this limit the scattering strength is the same for all angles.

## (b) From scattering rate to mobility

*Linearize the Boltzmann equation in a weak field $F$ along $x$. Obtain the relaxation time for elastic, isotropic scattering, and express the mobility in $d$ dimensions as an energy average.*

**Answer.** Write $f=f_0\,[1+eF\phi(\mathbf k)/k_BT]$, with $f_0\propto e^{-E/k_BT}$. To first order in $F$ the drift term is

$$\frac{eF}{\hbar}\frac{\partial f_0}{\partial k_x}=eFv_x\frac{\partial f_0}{\partial E}=-\frac{eF}{k_BT}f_0v_x .$$

It equals the collision term $\sum_{\mathbf k'}[W(\mathbf k'\!\to\mathbf k)f(\mathbf k')-W(\mathbf k\to\mathbf k')f(\mathbf k)]$. Detailed balance, $f_0(\mathbf k')W(\mathbf k'\!\to\mathbf k)=f_0(\mathbf k)W(\mathbf k\to\mathbf k')$, turns this into

$$\frac{eF}{k_BT}f_0(\mathbf k)\sum_{\mathbf k'}W(\mathbf k\to\mathbf k')\,[\phi(\mathbf k')-\phi(\mathbf k)] .$$

Cancelling the common factor $-eFf_0/k_BT$ leaves

$$\sum_{\mathbf k'}W(\mathbf k\to\mathbf k')\,[\phi(\mathbf k)-\phi(\mathbf k')]=v_x .$$

The mean velocity is $(eF/k_BT)\langle v_x\phi\rangle$, where the brackets denote an average over $f_0$, so $\mu=(e/k_BT)\langle v_x\phi\rangle$.

If scattering is elastic, $|\mathbf k'|=|\mathbf k|$, and we may try $\phi=v_x\tau(E)$. Final states at angles $\pm\theta$ from $\mathbf k$ are equally likely. The component of $\mathbf v'$ perpendicular to $\mathbf k$ therefore averages to zero, and $v_x'$ is replaced by $v_x\cos\theta$. The trial form solves the equation if

$$\frac1\tau=\sum_{\mathbf k'}W(\mathbf k\to\mathbf k')(1-\cos\theta).$$

By isotropy, $v_x^2$ averages over directions to $v_k^2/d=2E/(md)$, where $v_k=\hbar k/m$ is the carrier speed. Since $\langle E\rangle=d\,k_BT/2$,

$$\mu=\frac{e}{k_BT}\,\frac{2}{md}\langle E\tau\rangle=\frac em\,\frac{\langle E\tau\rangle}{\langle E\rangle}.$$

## (c) The sheet

*Derive the relaxation time and mobility of the unconfined carriers.*

**Answer.** Fermi's golden rule gives $W=(2\pi/\hbar)|M|^2\delta(E'-E)$. Spin and valley are preserved, so final states of one spin and one valley are counted:

$$\sum_{\mathbf k'}\to\frac{A}{4\pi^2}\int k'\,dk'\,d\theta=\frac{A}{4\pi^2}\,\frac{m}{\hbar^2}\int dE'\,d\theta ,$$

because $dE'=\hbar^2k'dk'/m$. The angular integral of $1-\cos\theta$ is $2\pi$. Hence

$$\frac1{\tau_2}=\frac{2\pi}{\hbar}\,\frac{E_1^2k_BT}{C_2A}\,\frac{A}{4\pi^2}\,\frac{m}{\hbar^2}\,2\pi=\frac{mE_1^2k_BT}{\hbar^3C_2}.$$

This time does not depend on energy, so the average in (b) leaves it unchanged:

$$\boxed{\mu_2=\frac{e\tau_2}{m}=\frac{e\hbar^3C_2}{m^2E_1^2k_BT}}$$

At fixed $C_2$ and $E_1$ this is $\mu_2\propto T^{-1}m^{-2}$. One power of $1/m$ comes from the acceleration and the other from the density of final states. The power of $1/T$ comes from the number of phonons.

## (d) Effective stiffness of the wire

*The carriers now occupy the lowest lateral state $\chi(y)$, with wavefunction $\chi(y)e^{ikx}/\sqrt L$. Find the effective line stiffness $C_1$, defined by writing the squared matrix element as $E_1^2k_BT/(C_1L)$.*

**Answer.** A phonon of lateral wavevector $q_y$ now enters with the overlap

$$G(q_y)=\int\chi^2(y)\,e^{iq_yy}\,dy .$$

The wavevector is conserved along $x$ but not along $y$, so all values of $q_y$ contribute to one transition $k\to k'$. With $A=LL_y$, and with phonon energies again neglected in the energy balance,

$$|M|^2=\sum_{q_y}\frac{E_1^2k_BT}{C_2LL_y}|G|^2=\frac{E_1^2k_BT}{C_2L}\int\frac{dq_y}{2\pi}|G(q_y)|^2=\frac{E_1^2k_BT}{C_2L}\int\chi^4\,dy .$$

The last step is Parseval's theorem for the function $\chi^2$. Therefore $1/C_1=(1/C_2)\int\chi^4dy$. For hard walls $\chi=\sqrt{2/W}\,\sin(\pi y/W)$, and the average of $\sin^4$ over the width is $3/8$, so

$$\int_0^W\chi^4dy=\frac{4}{W^2}\cdot\frac{3W}{8}=\frac{3}{2W},\qquad C_1=\frac{2WC_2}{3}.$$

This is smaller than $WC_2$, the value for a density spread evenly over the width, because the carrier is concentrated near the middle and samples a narrower strip of fluctuating strain.

## (e) Mobility of the wire

*Derive the relaxation time and mobility when one subband is occupied.*

**Answer.** Energy conservation allows $k'=k$ and $k'=-k$. The first has $1-\cos\theta=0$ and does not relax the current; the second has $1-\cos\theta=2$. The delta function contributes $1/|dE'/dk'|=1/(\hbar v_k)$. For one spin,

$$\frac1{\tau_1}=\frac{2\pi}{\hbar}\,\frac{E_1^2k_BT}{C_1L}\,\frac{L}{2\pi}\,\frac{2}{\hbar v_k}=\frac{2E_1^2k_BT}{\hbar^2C_1v_k}.$$

Counting final states of both spins would double this rate and wrongly halve the mobility. With $v_k=\sqrt{2E/m}$,

$$\tau_1=\frac{\hbar^2C_1}{2E_1^2k_BT}\sqrt{\frac{2E}{m}}=B\sqrt E,\qquad B=\frac{\hbar^2C_1}{E_1^2k_BT\sqrt{2m}} .$$

Fast carriers live longer because the one-dimensional density of final states falls as $E^{-1/2}$. The same density of states enters the averages in (b), so

$$\frac{\langle E\tau_1\rangle}{\langle E\rangle}=B\,\frac{\int_0^\infty E\,e^{-E/k_BT}dE}{\int_0^\infty E^{1/2}e^{-E/k_BT}dE}=B\,\frac{(k_BT)^2}{\tfrac{\sqrt\pi}{2}(k_BT)^{3/2}}=2B\sqrt{\frac{k_BT}{\pi}} .$$

Multiplying by $e/m$ and inserting $B$,

$$\boxed{\mu_1=\frac{2e\hbar^2C_1}{(2\pi k_BT)^{1/2}\,m^{3/2}E_1^2}}$$

At fixed $C_1$ and $E_1$ this is $\mu_1\propto T^{-1/2}m^{-3/2}$.

## (f) Comparison of the two laws

*Explain both pairs of exponents by one argument. Can the single-subband wire be more mobile than the sheet it is made from?*

**Answer.** In $d$ dimensions the density of states scales as $m^{d/2}E^{d/2-1}$, and the elastic rate is proportional to $T$ times this density. At thermal energies $E\sim k_BT$,

$$\mu\sim\frac{e\tau}{m}\propto\frac1m\cdot\frac{1}{T\,m^{d/2}\,T^{d/2-1}}=m^{-(1+d/2)}\,T^{-d/2}.$$

Setting $d=2$ and $d=1$ reproduces both laws. The weaker temperature dependence of the wire arises because warmer carriers find fewer final states.

For the magnitudes, divide the two boxed results:

$$\frac{\mu_1}{\mu_2}=\frac{2C_1}{\hbar C_2}\sqrt{\frac{mk_BT}{2\pi}}=\frac{2C_1}{C_2\lambda}=\frac{4W}{3\lambda},\qquad \lambda=\frac{2\pi\hbar}{\sqrt{2\pi mk_BT}} .$$

Within this one-subband formula a wider wire is better, but $W$ is limited by the need to keep the second subband empty. The lateral energies are $n^2\pi^2\hbar^2/(2mW^2)$, so the gap is $\Delta=3\pi^2\hbar^2/(2mW^2)$. Using $\hbar^2/m=\lambda^2k_BT/(2\pi)$,

$$\frac{\Delta}{k_BT}=\frac{3\pi}{4}\,\frac{\lambda^2}{W^2},\qquad\text{hence}\qquad \frac{\mu_1}{\mu_2}=\frac43\sqrt{\frac{3\pi}{4}\,\frac{k_BT}{\Delta}}=\sqrt{\frac{4\pi}{3}\,\frac{k_BT}{\Delta}} .$$

The ratio is below one whenever $\Delta>4.2\,k_BT$. Near that value the formula already overestimates the ratio, because scattering into higher subbands is left out. With all hard-wall subbands included in the same elastic model, the ratio is about 0.95 at $\Delta=4.2\,k_BT$, about 1.10 at $\Delta=k_BT$ and about 1.06 at $\Delta=0.1\,k_BT$, so it does not keep growing with $W$. A single-subband description requires $\Delta\gg k_BT$, so within this hard-wall model, and as long as the elastic limit holds, the answer is no. The rates show the reason. Dividing those of (c) and (e) gives $\tau_2/\tau_1=2\hbar C_2/(mv_kC_1)=3/(kW)$, so a carrier in the wire relaxes faster than one in the sheet whenever $kW<3$. This condition is $E<3\Delta/\pi^2\approx0.30\,\Delta$, which covers most carriers when $\Delta\gg k_BT$. The faster ones relax more slowly than in the sheet. With $c=3\Delta/(\pi^2k_BT)$, their share of the integral $\int E\,e^{-E/k_BT}dE$ in (e) is $(1+c)e^{-c}$. This is about 21% at $\Delta=9.7\,k_BT$, the value found in (g), and it falls below 2% at $\Delta=20\,k_BT$. The narrower the strip, the smaller $C_1$, because strain fluctuations are averaged over less width.

## (g) Numbers for the MoS2 parameters

*Evaluate both mobilities at 300 K and at 150 K. Check that one subband is occupied.*

**Answer.** In SI units $m=4.555\times10^{-31}$ kg, $E_1=8.011\times10^{-19}$ J and $k_BT=4.142\times10^{-21}$ J. For the sheet,

$$\tau_2=\frac{(1.0546\times10^{-34})^3\,(130)}{(4.555\times10^{-31})(8.011\times10^{-19})^2(4.142\times10^{-21})}\ \text{s}=1.26\times10^{-13}\ \text{s},$$

$$\mu_2=\frac{(1.602\times10^{-19})(1.26\times10^{-13})}{4.555\times10^{-31}}=0.044\ \text{m}^2/(\text{V s})=440\ \text{cm}^2/(\text{V s}).$$

For the wire, $C_1=\tfrac23(3.0\times10^{-9})(130)=2.6\times10^{-7}$ N, and

$$\mu_1=\frac{2(1.602\times10^{-19})(1.0546\times10^{-34})^2(2.6\times10^{-7})}{\left[2\pi(4.142\times10^{-21})\right]^{1/2}(4.555\times10^{-31})^{3/2}(8.011\times10^{-19})^2}=0.029\ \text{m}^2/(\text{V s}),$$

or 290 cm²/(V s). The subband gap is 251 meV against a thermal energy of 25.9 meV, a ratio of 9.7. The Boltzmann factor is $6\times10^{-5}$, so the second subband of the model band is practically empty. This check covers the single parabolic band only. In real MoS2 the six Q valleys lie roughly 0.1 to 0.25 eV above the K minimum, so their lowest confined states can lie below this second subband and hold a larger share of the carriers. With $\lambda=6.09$ nm, the ratio in (f) is $4(3.0)/[3(6.09)]=0.66$, in agreement with $291/443$.

At 150 K the sheet mobility doubles to about 890 cm²/(V s). The wire mobility rises by $\sqrt2$, to about 410 cm²/(V s).

The inputs are rough, and the results are sensitive to them. Since $\mu\propto E_1^{-2}$, raising $E_1$ by 10% lowers both mobilities by about 17%. Published values of $E_1$ for MoS2 electrons range from below 3 eV to about 11 eV, which spreads these mobilities over more than an order of magnitude. The results describe one scattering channel. Optical and intervalley phonons, transverse and piezoelectric coupling, impurities, wall roughness and screening are left out, so these numbers do not predict the total mobility of a sample.

## (h) Validity of the elastic limit

*Estimate the phonon energies involved and judge the approximations. A numerical solution of the linearized Boltzmann equation, with inelastic phonons and full Bose factors, gives in cm²/(V s): sheet 445.0 and wire 285.1 at 300 K; sheet 894.2 and wire 393.6 at 150 K. Compare.*

**Answer.** The sound speed is $v=\sqrt{C_2/\rho}=6.5\times10^3$ m/s. A carrier of energy $k_BT$ has $k=5.8\times10^8$ m⁻¹, and reversing it with $q_y=0$ takes a phonon of energy $2\hbar vk=5.0$ meV. In the wire, lateral wavevectors of order $2\pi/W$ also take part, with energy 8.9 meV. Both are below 25.9 meV, though not by a very large factor.

The deviations of the full solution, relative to the elastic formulas, are:

| | 300 K | 150 K |
|---|---|---|
| sheet | +0.5% | +0.9% |
| wire | −2.1% | −4.4% |

The elastic formulas are thus adequate here, and they are better for the sheet. Between these temperatures the full wire solution has the exponent $\ln(285.1/393.6)/\ln2=-0.47$, slightly weaker than $-1/2$.

Reducing $v$ at fixed $C_2$ lowers the phonon energies but leaves the elastic formulas unchanged. With $v$ quartered, the ratio of full solution to formula at 300 K becomes 1.0003 for the sheet and 0.997 for the wire. This identifies the finite phonon energy as the main source of the deviations. The numerical check published with this text carries out these calculations.

On cooling, the phonon energies become comparable to $k_BT$ at different temperatures in the two systems. In the sheet $2\hbar vk/k_BT\propto T^{-1/2}$, and this ratio reaches one near $300\,(5.0/25.9)^2\approx11$ K. In the wire the lateral phonon energy is fixed by $W$. The value at $q_y=2\pi/W$ equals $k_BT$ near $300\,(8.9/25.9)\approx100$ K. The root-mean-square $q_y$ weighted by $|G|^2$ is, by Parseval's theorem, $[\int((\chi^2)')^2dy/\int\chi^4dy]^{1/2}=2\pi/(\sqrt3\,W)$, which gives 5.2 meV and about 60 K. These are order-of-magnitude scales, not sharp limits, and they do not give the size or sign of the error in the mobility.

A separate condition is weak scattering: the level broadening, $\hbar$ times the total scattering rate, should be small against $k_BT$. In the elastic limit the total rate equals $1/\tau$ in both systems. In the sheet the angular integrals of $1$ and of $1-\cos\theta$ are both $2\pi$. In the wire the two final states give $1+1$ in place of $0+2$. For the sheet $\tau_2=126$ fs gives 5.2 meV, or $0.20\,k_BT$. For the wire $\tau_1=73$ fs at $E=k_BT$ gives 9.0 meV, or $0.35\,k_BT$. The wire therefore satisfies this condition only moderately well at $E=k_BT$, and worse for slow carriers. In the elastic formula $\tau_1\propto\sqrt E$, so the broadening $0.35\,k_BT\,(k_BT/E)^{1/2}$ exceeds $E$ itself below about $0.49\,k_BT$. This estimate is rough, because $0.49\,k_BT\approx13$ meV is not large against the phonon energies above. That range holds about two thirds of the carriers, though they supply only about 9% of the integral for $\mu_1$. The full Boltzmann solution does not measure the resulting error, because it too uses golden-rule rates between sharp levels.

## Computed values

```
effective mass: 0.50 electron masses = 4.5547e-31 kg
sheet stiffness C2: 130.0 N/m
deformation potential E1: 5.0 eV = 8.0109e-19 J
areal density: 3.10e-06 kg/m^2
sound speed: 6476 m/s
temperature: 300 K; thermal energy: 25.85 meV = 4.1419e-21 J
wire width: 3.0 nm
line stiffness C1: 2.600e-07 N
C1 from phonon integral / closed form: 1.000000
subband gap: 250.7 meV
Boltzmann factor of the gap: 6.15e-05
wavevector at energy kB*T: 5.825e+08 1/m
backscattering phonon energy: 4.97 meV
phonon energy at qy = 2 pi/W: 8.93 meV
sheet relaxation time: 125.9 fs
wire relaxation time at energy kB*T: 73.4 fs
sheet mobility, formula, 300 K: 0.04430 m^2/(V s) = 443.0 cm^2/(V s)
wire mobility, formula, 300 K: 0.02912 m^2/(V s) = 291.2 cm^2/(V s)
sheet mobility, full solution, 300 K: 445.0 cm^2/(V s)
wire mobility, full solution, 300 K: 285.1 cm^2/(V s)
sheet mobility, formula, 150 K: 886.0 cm^2/(V s)
wire mobility, formula, 150 K: 411.8 cm^2/(V s)
sheet mobility, full solution, 150 K: 894.2 cm^2/(V s)
wire mobility, full solution, 150 K: 393.6 cm^2/(V s)
thermal wavelength: 6.086 nm
wire/sheet mobility ratio, formula: 0.6572
slow-sound full/formula, sheet: 1.0003
slow-sound full/formula, wire: 0.9974
slow-sound temperature exponents, sheet and wire: -1.000, -0.492
slow-sound mass exponents, sheet and wire: -2.000, -1.500
wave transmission loss / golden-rule loss: 1.0033
```
